Why screening lowers the static polarizability, with numbers for helium

Put a helium atom in a weak, static electric field. The electron cloud shifts a little against the field and the atom acquires a dipole moment. But the shifted cloud is a changed charge distribution, and it changes the potential in which the electrons move. The polarizability can therefore be computed in two ways: with the electrons' mutual potential frozen at its field-free form, or with that potential allowed to follow the density. For helium in Kohn–Sham theory with exact exchange, the frozen potential gives 1.487 bohr³ and the relaxed one 1.322 bohr³, which is 11 percent less. Why does relaxation reduce the response, and must it always do so?

**What is being compared**

Hartree atomic units are used throughout. The field E points along z. An electron has charge −1, so its energy in the field is +Ez, and the induced dipole moment is μ = αE.

The uncoupled polarizability α_s is the response of the Kohn–Sham electrons to the external field alone. The coupled polarizability α also includes the change of the Hartree and exchange-correlation potentials. The link between a density change and that change of potential is the kernel f_Hxc:

δv_Hxc(r) = ∫ f_Hxc(r,r') δn(r') dr'

The Kohn–Sham potential is taken to be local, meaning that it multiplies every orbital, occupied or empty, by the same function of position. This matters when Hartree–Fock is discussed below.

**Why: one transition**

Consider one doubly occupied orbital φi and one empty orbital φa, both real and normalized, separated by the gap ω_s = εa − εi > 0. Two matrix elements are needed:

d = ∫ φa z φi dr

K = ∬ φi(r)φa(r) f_Hxc(r,r') φi(r')φa(r') dr dr'

In a weak field the occupied orbital becomes φi + cφa, with c small. Let v be the total change of potential. Projecting the orbital equation on φa and keeping first-order terms gives

εa c + ⟨a|v|i⟩ = εi c

c = −⟨a|v|i⟩/ω_s

Two electrons occupy the orbital, so the density is 2(φi + cφa)². Its first-order change comes from the cross term:

δn = 4c φiφa

One factor of two counts the electrons and the other comes from the square. The induced dipole is

μ = −∫ z δn dr = −4cd

First freeze the internal potential. Then v = Ez, so c = −Ed/ω_s, and μ/E gives

α_s = 4d²/ω_s

Now let the potential follow the density. The density change adds the matrix element

⟨a|δv_Hxc|i⟩ = 4cK

so the total is ⟨a|v|i⟩ = Ed + 4Kc. If Ed is positive, c is negative. For K > 0 the added term then has the opposite sign to Ed: the displaced cloud opposes the field that displaced it. This is the screening. Inserting the total into the equation for c gives

ω_s c = −Ed − 4Kc

c = −Ed/(ω_s + 4K)

and therefore

α = 4d²/(ω_s + 4K) = α_s/(1 + 4K/ω_s)

The feedback acts as an extra stiffness 4K added to the gap. The result requires ω_s + 4K > 0. As this sum approaches zero from above, α diverges: the unperturbed state is losing its stability against mixing in φa.

**The sign of K**

Screening lowers α in this model if K is positive, so the sign has to be established. The Hartree part of K is the Coulomb interaction of the distribution ρ = φiφa with itself. Let u be the electrostatic potential of ρ, so that ∇²u = −4πρ. Then

K_H = ∫ ρu dr = −(1/4π) ∫ u∇²u dr = (1/4π) ∫ |∇u|² dr > 0

The last step is an integration by parts; its surface term vanishes for localized orbitals. The Hartree contribution thus always favours screening.

The exchange-correlation part has no such guarantee. In both helium calculations below it is negative and cancels part of K_H. If it outweighed K_H, the total K would be negative and coupling would raise the polarizability. "Screening lowers α" is therefore a statement about K > 0.

**The feedback loop in numbers**

Take the round values ω_s = 0.5 hartree, d = 1 bohr and K = 0.05 hartree. Then

α_s = 4 × 1²/0.5 = 8 bohr³

x = 4K/ω_s = 0.4

α = 8/1.4 = 5.714 bohr³

A self-consistent calculation reaches this value in steps. Each cycle computes c from the potential made by the previous density:

c_new = −(Ed + 4Kc_old)/ω_s

Multiplying by −4d/E turns this into a rule for the polarizability:

α_new = α_s − xα_old

Starting from the undisturbed density, the cycles give 8.000, 4.800, 6.080 and 5.568 bohr³. The first is the uncoupled answer. The second overcorrects, because it uses the potential of a cloud that was displaced too far. The distance from the final value is multiplied by −x in each cycle, so this simple iteration converges only for |x| < 1. For x ≥ 1 the iteration fails although the polarizability itself is finite.

The cure is to mix old and new values, taking a fraction β of the new one. The error is then multiplied by 1 − β(1 + x), and the iteration converges for 0 < β < 2/(1 + x).

With the sign of K reversed, the same model gives 8/0.6 = 13.33 bohr³, an enhancement.

**The same effect seen in the spectrum**

Time dependence gives a second view. Assume that the kernel acts instantaneously (the adiabatic approximation), and remove the phase of the occupied orbital. To first order,

i dc/dt = ω_s c + Ed + 4K Re c

Only the real part of c enters the feedback, because the density change is 4 Re(c) φiφa. Separating real and imaginary parts gives

d(Re c)/dt = ω_s Im c

d(Im c)/dt = −(ω_s + 4K) Re c − Ed

Differentiate the first equation, insert the second, and use μ = −4d Re c:

d²μ/dt² = −Ω²μ + SE

Ω² = ω_s(ω_s + 4K),  S = 4ω_s d²

This is a driven oscillator. In a static field μ = SE/Ω², so α = S/Ω², which is the earlier result. The coupling leaves the strength S unchanged and moves the resonance. A positive K pushes the transition up in frequency, and a stiffer oscillator yields less to a static force.

In the numerical example, time propagation after a weak kick gives Ω = 0.5916 hartree instead of 0.5000, with S = 2.000 in both cases. Then 2.000/0.5916² = 5.714 bohr³, as before.

**From one transition to an atom**

An atom has many empty orbitals. For one doubly occupied orbital, let c and d be vectors over the transitions, W the diagonal matrix of gaps, and K the matrix of kernel elements. The condition on c becomes

(W + 4K)c = −Ed

α = −4d·c/E = 4dᵀ(W + 4K)⁻¹d

Write M = W + 4K and assume that it is positive definite, which is the stability condition again. For any vector q, the Cauchy–Schwarz inequality applied to M^(−1/2)d and M^(1/2)q gives

(d·q)² ≤ (dᵀM⁻¹d)(qᵀMq)

α ≥ 4(d·q)²/(qᵀMq)

This has two uses. The first is a criterion for lowering. Let y = M⁻¹d, the direction of the coupled response. Then α/4 = d·y = yᵀMy. The same inequality with W in place of M gives

α_s ≥ 4(d·y)²/(yᵀWy) = α (yᵀMy)/(yᵀWy)

If yᵀKy > 0, the last fraction exceeds one and α < α_s. It is enough for K to be positive along the direction in which the atom actually responds.

The second use is to make the one-transition formula quantitative. Choose q along the uncoupled response, q = W⁻¹d/N, where N is the length of W⁻¹d. Define an effective dipole element d_e = d·q, gap ω_e = qᵀWq and kernel element K_e = qᵀKq. Since

d_e = dᵀW⁻¹d/N,  ω_e = dᵀW⁻¹d/N²

the combination 4d_e²/ω_e equals 4dᵀW⁻¹d, which is the full α_s. The inequality then reads

α ≥ α_s/(1 + 4K_e/ω_e)

One suitably chosen transition reproduces the uncoupled value and gives a lower bound to the coupled one.

This effective transition is not the lowest excitation. In the exact-exchange calculation for helium the 1s–2p gap is 0.79 hartree, and that transition supplies 36 percent of α_s. The rest comes from higher states, including the continuum, which the finite basis represents by discrete levels. The effective gap is 0.969 hartree.

**How large: helium**

Exact exchange is simple here. The two electrons have opposite spins and share one orbital, so each contributes half of the density. Exchange removes the interaction of each electron with itself and leaves its repulsion by the other:

v_H + v_x = v_H/2

This holds for every density of this kind, so the kernel is halved too: K = K_H/2. Half of the Hartree feedback survives. Correlation is left out.

The effective transition has d_e = 0.6002 bohr, ω_e = 0.9689 hartree and K_e = 0.0628 − 0.0314 = 0.0314 hartree. The arithmetic is

α_s = 4 × 0.6002²/0.9689 = 1.487 bohr³

4K_e/ω_e = 0.130

α ≥ 1.487/1.130 = 1.316 bohr³

The full matrix gives α = 1.322 bohr³, so the bound lies 0.4 percent below it. In other units, α_s is 0.220 Å³ and α is 0.196 Å³.

The local density approximation (LDA) gives the same picture with different numbers. All values are in bohr³:

Exact exchange: uncoupled 1.487; Hartree feedback only 1.199; coupled 1.322.

LDA: uncoupled 1.807; Hartree feedback only 1.462; coupled 1.657.

Relative to the uncoupled value, the Hartree feedback alone lowers α by 19 percent in both cases. The exchange-correlation kernel gives part of this back, leaving net reductions of 11 percent with exact exchange and 8 percent with LDA. The smaller LDA reduction follows the effective coupling: K_e = 0.0542 − 0.0328 = 0.0214 hartree and ω_e = 0.848 hartree, so 4K_e/ω_e = 0.101 instead of 0.130. The one-transition bound for LDA is 1.641 bohr³, 1 percent below the coupled value.

The two coupled results differ by 0.335 bohr³, about twice the effect of coupling within either calculation. Most of that difference is already present in the uncoupled values. For helium at these two levels, the choice of potential matters more than the feedback. The measured polarizability is roughly 1.4 bohr³, between the two coupled values. Including the coupling makes a calculation consistent with its functional; it does not repair the functional.

The numerical check obtains these polarizabilities a second way, by diagonalization in a small finite field. A frozen potential reproduces α_s and a self-consistent one reproduces α, in each case within the tolerance of 0.0005 bohr³. The basis has s and p functions, the symmetries that enter the linear dipole response of a spherical s² atom. Going from a smaller basis to the one used changes the exact-exchange α_s by about 0.00003 bohr³, and α by less. This basis comparison covers exact exchange only. The LDA values use the Vosko–Wilk–Nusair correlation; at the basis limit they lie about 0.0002 bohr³ higher, so the coupled value is 1.6576 and rounds to 1.658. The Perdew–Wang parametrization raises them by a further 0.001 bohr³.

**When "uncoupled" means something else**

Using Hartree–Fock orbital energies in the uncoupled formula gives 0.997 bohr³ for helium. This lies below the coupled value, so here coupling raises the polarizability. The physics of the atom has not changed; the starting point has.

Let h contain the kinetic energy and the nuclear attraction, and let J be the direct repulsion from one 1s electron. The Kohn–Sham operator with exact exchange is h + J for all orbitals. The Hartree–Fock operator is h + 2J − X, where X is the nonlocal exchange operator. Acting on the occupied orbital, X gives the same result as J, so both operators reduce to h + J. This remains true in the field, and the two methods therefore share the same self-consistent occupied orbital and the same α.

On an empty orbital X does not cancel one J. That orbital is repelled by both electrons, with only an exchange correction. The matrix elements of X between empty orbitals are those of K_H, so the Hartree–Fock gap matrix is

W_HF = W + J − K_H

The coupled result requires the total W + 4K = W + 2K_H. The coupling that must be added to the Hartree–Fock gaps is therefore

C = (W + 2K_H) − (W + J − K_H) = 3K_H − J

Along the uncoupled Hartree–Fock response, the effective gap is 1.441 hartree and C is −0.350 hartree. The negative C corrects gaps that are too large for this purpose. The one-transition estimate, with C in the place of 4K, is

0.997/(1 − 0.350/1.441) = 1.317 bohr³

again a lower bound, just under the coupled 1.322 bohr³. The statement that screening lowers the polarizability thus refers to gaps from a local Kohn–Sham potential.

**What to do in practice**

Use the coupled value as the prediction of a given functional. If an uncoupled value is quoted, say which orbital energies it uses: for helium without correlation, 0.997 and 1.487 bohr³ can both be called uncoupled.

Take the kernel from the same functional as the potential. A useful check is to compare linear response with the dipole from a self-consistent calculation in a weak field. Repeat it with a smaller field to see that the response is linear. Freezing the potential in the same field checks α_s separately.

Treat a Hartree-only result as a diagnostic. It shows how much the classical repulsion screens, but in both helium calculations it overstates the net reduction.

For a quick estimate of the feedback, use the effective transition along the uncoupled response, not the lowest excitation. Look at the sign of K_e and the size of 4K_e/ω_e. Because the estimate is a lower bound, a small positive ratio r = 4K_e/ω_e means that α can fall below α_s by at most the fraction r/(1 + r). It does not by itself prove that α falls. A sufficient condition for that, though not a necessary one, is yᵀKy > 0 along the coupled response, which holds in both helium calculations. For a stable reference state a negative ratio guarantees enhancement, because the lower bound then exceeds α_s. A ratio approaching −1 warns that the reference state is close to an instability, where a linear polarizability ceases to be a useful description. The converse does not hold: the ratio probes one direction only, W + 4K can fail to be positive definite while the ratio is positive, and the bound then does not apply.

Computed results

```
MODEL (atomic units)
gap omega_s = 0.500 hartree
dipole element d = 1.000 bohr
kernel element K = 0.050 hartree
ratio 4K/omega_s = 0.400
uncoupled alpha_s = 8.0000 bohr^3
alpha after cycle 1 = 8.0000 bohr^3
alpha after cycle 2 = 4.8000 bohr^3
alpha after cycle 3 = 6.0800 bohr^3
alpha after cycle 4 = 5.5680 bohr^3
self-consistent alpha = 5.7143 bohr^3
alpha for K = -0.050 hartree: 13.3333 bohr^3
frequency after kick, K = 0: 0.5000 hartree
frequency after kick, K > 0: 0.5916 hartree
strength S, K = 0: 2.0000 (atomic units)
strength S, K > 0: 2.0000 (atomic units)
HELIUM, EXX
total energy = -2.86167 hartree
uncoupled alpha_s = 1.4871 bohr^3
frozen-potential field value = 1.4871 bohr^3
Hartree-only alpha = 1.1988 bohr^3
coupled alpha = 1.3222 bohr^3
self-consistent field value = 1.3222 bohr^3
lowering = 11.08 percent
effective gap = 0.9689 hartree
effective dipole element = 0.6002 bohr
effective K, Hartree part = 0.0628 hartree
effective K, xc part = -0.0314 hartree
effective K, total = 0.0314 hartree
effective 4K/omega = 0.1297
one-transition alpha = 1.3164 bohr^3
HELIUM, LDA
total energy = -2.83483 hartree
uncoupled alpha_s = 1.8073 bohr^3
frozen-potential field value = 1.8073 bohr^3
Hartree-only alpha = 1.4623 bohr^3
coupled alpha = 1.6574 bohr^3
self-consistent field value = 1.6574 bohr^3
lowering = 8.29 percent
effective gap = 0.8482 hartree
effective dipole element = 0.6191 bohr
effective K, Hartree part = 0.0542 hartree
effective K, xc part = -0.0328 hartree
effective K, total = 0.0214 hartree
effective 4K/omega = 0.1011
one-transition alpha = 1.6413 bohr^3
HELIUM, further EXX and Hartree-Fock numbers
EXX alpha_s = 0.2204 angstrom^3
EXX alpha = 0.1959 angstrom^3
EXX 1s-2p gap = 0.7908 hartree
1s-2p share of alpha_s = 36.4 percent
uncoupled Hartree-Fock = 0.9972 bohr^3
effective Hartree-Fock gap = 1.4409 hartree
net Hartree-Fock coupling = -0.3496 hartree
basis change of EXX alpha_s = 3.3e-05 bohr^3
basis change of EXX alpha = 3.7e-07 bohr^3
```
